**One-loop flow and spin gap of one-dimensional fermions without umklapp**

The program examines the flow $dg_1/dl=-g_1^2/(\pi v)$, $dg_2/dl=-g_1^2/(2\pi v)$, where $g_1$ is backscattering, $g_2$ forward scattering, $v$ the Fermi velocity and $l$ the logarithm of the initial over the running cutoff. It computes the second-order couplings in an explicit 12-mode Fock space and asserts that both channels agree with the derived formulas and that $g_1-2g_2$ does not shift. The measured coefficients then drive a numerical flow, which is asserted to match the closed solution for repulsion and attraction. Further assertions compare the spin Luttinger parameter with a diagonalized boson mode, and boson with free-fermion correlators at $K_\sigma=1/2$. The Bethe-ansatz solver for the attractive Hubbard chain is compared with the half-filled gap integral and with a two-body binding energy. At density 1/2 the output shows a spin gap for every attraction computed, from $|U|=4t$ down to $0.25t$. The exponent of the gap extrapolates to $4.429\,t$, against $\pi v/a=4.443\,t$ from the one-loop flow, with $t$ the hopping and $a$ the lattice constant.

## Check in Python

```python
"""One-loop flow of 1D spin-1/2 fermions without umklapp, and the spin gap.

Result under test, with l = ln(initial cutoff / running cutoff):
    dg1/dl = -g1^2/(pi v),   dg2/dl = -g1^2/(2 pi v),   g1 - 2 g2 constant;
    g1 > 0 decays as pi v / l;  g1 < 0 gives a spin gap ~ exp(-pi v/|g1|).
g1: backscattering, g2: forward scattering between right (R) and left (L)
movers, v: Fermi velocity, K: spin Luttinger parameter, U: Hubbard coupling.
Units: hbar = 1, hopping t = 1, lattice constant a = 1.
"""
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---- Second-order elimination of one shell, in explicit Fock space ----------
# Levels k = 0 are kept; levels k = -1, +1 are eliminated. Here v = q = L = 1.
modes = list(itertools.product("RL", (-1, 0, 1), (0, 1)))
n_modes = len(modes)
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])


def annihilator(j):
    op = sp.identity(1, format="csr")
    for i in range(n_modes):
        factor = parity if i < j else (lower if i == j else sp.identity(2))
        op = sp.kron(op, factor, format="csr")
    return op


c = {m: annihilator(j) for j, m in enumerate(modes)}
cd = {m: c[m].T.tocsr() for m in modes}
dim = 2 ** n_modes
back = sp.csr_matrix((dim, dim))
forward = sp.csr_matrix((dim, dim))
for k1, k2, k3 in itertools.product((-1, 0, 1), repeat=3):
    k4 = k1 + k2 - k3
    if abs(k4) > 1:
        continue
    for s, t in itertools.product((0, 1), repeat=2):
        created = cd["R", k1, s] @ cd["L", k2, t]
        forward = forward + created @ c["L", k3, t] @ c["R", k4, s]
        back = back + created @ c["R", k4, t] @ c["L", k3, s]

energy = np.zeros(dim)
n_low = np.zeros(dim)
for m in modes:
    occupation = (cd[m] @ c[m]).diagonal()
    energy += (m[1] if m[0] == "R" else -m[1]) * occupation
    if m[1] == 0:
        n_low += occupation

sea = np.zeros(dim)
sea[0] = 1.0
for m in (("R", -1, 0), ("R", -1, 1), ("L", 1, 0), ("L", 1, 1)):
    sea = cd[m] @ sea
excitation = energy - sea @ (energy * sea)
propagator = np.where(excitation > 0.5, -1 / np.maximum(excitation, 0.5), 0.0)
r_up, l_dn = cd["R", 0, 0] @ sea, cd["L", 0, 1] @ sea
pair = cd["R", 0, 0] @ l_dn
swapped = cd["R", 0, 1] @ (cd["L", 0, 0] @ sea)


def couplings(element):
    """Connected two-body couplings (g1, g2) from matrix elements."""
    g2_part = (element(pair, pair) - element(r_up, r_up)
               - element(l_dn, l_dn) + element(sea, sea))
    return np.array([-element(swapped, pair), g2_part])


def shell_shift(g1, g2, channel="all"):
    vertex = g1 * back + g2 * forward

    def element(bra, ket):
        change = np.abs(n_low - ket @ (n_low * ket))
        keep = {"all": change > -1, "pp": change > 1.5,
                "ph": change < 0.5}[channel]
        return (vertex @ bra) @ (propagator * keep * (vertex @ ket))
    return couplings(element)


ga, gb = 0.7, 0.4
bare = couplings(lambda b, k: b @ ((ga * back + gb * forward) @ k))
assert np.allclose(bare, [ga, gb], atol=1e-12)
pp, ph = shell_shift(ga, gb, "pp"), shell_shift(ga, gb, "ph")
total = shell_shift(ga, gb)
assert np.allclose(pp, [-2 * ga * gb, -ga**2 - gb**2], atol=1e-12)
assert np.allclose(ph, [2 * ga * gb - 2 * ga**2, gb**2], atol=1e-12)
assert np.allclose(total, [-2 * ga**2, -ga**2], atol=1e-12)
for x, y in ((1.3, -0.8), (-0.6, 0.9), (-1.1, -0.2)):
    shift = shell_shift(x, y)
    assert abs(shift[0] - 2 * shift[1]) < 1e-12

# Coefficients of g1^2, g2^2 and g1*g2 as measured in Fock space
c11, c22 = shell_shift(1, 0), shell_shift(0, 1)
c12 = shell_shift(1, 1) - c11 - c22

# ---- Flow driven by the measured coefficients -------------------------------
filling = 0.5
v = 2 * np.sin(np.pi * filling / 2)
levels = np.arange(1001, 5001)
level_sum = np.sum(1 / (2 * np.pi * v * levels))
log_shell = np.log(5) / (2 * np.pi * v)
assert abs(level_sum / log_shell - 1) < 1e-3   # discrete sum, error ~ 1/n


def flow(g_start, l_values):
    def rhs(_, g):
        return (c11 * g[0]**2 + c22 * g[1]**2 + c12 * g[0] * g[1]) \
            / (2 * np.pi * v)
    return solve_ivp(rhs, (0, l_values[-1]), g_start, t_eval=l_values,
                     method="DOP853", rtol=1e-11, atol=1e-13).y


U_rep, U_att = 1.0, -1.0
l_rep = np.array([0.0, 5.0, 20.0, 100.0, 1000.0])
g_rep = flow([U_rep, U_rep], l_rep)
assert np.allclose(g_rep[0], U_rep / (1 + U_rep * l_rep / (np.pi * v)),
                   rtol=1e-7)
assert np.allclose(g_rep[0] - 2 * g_rep[1], -U_rep, atol=1e-8)
assert abs(g_rep[0, -1] * l_rep[-1] / (np.pi * v) - 1) < 0.01
l_star = np.pi * v / abs(U_att)
l_att = l_star * np.array([0.0, 0.5, 0.9])
g_att = flow([U_att, U_att], l_att)
assert np.allclose(g_att[0], U_att / (1 + U_att * l_att / (np.pi * v)),
                   rtol=1e-7)
assert np.allclose(g_att[0] - 2 * g_att[1], -U_att, atol=1e-7)


# ---- Spin boson: K from a diagonalized pair mode, then refermionization -----
def K_formula(g1_over_piv):
    return np.sqrt((1 + g1_over_piv / 2) / (1 - g1_over_piv / 2))


def K_numeric(g1_over_piv, size=80):
    n = np.arange(size)
    h = np.diag(2.0 * n) - g1_over_piv / 2 * (np.diag(n[1:], 1)
                                              + np.diag(n[1:], -1))
    ground = np.linalg.eigh(h)[1][:, 0]
    pair_amplitude = np.sum(ground[:-1] * n[1:] * ground[1:])
    return 1 + 2 * np.sum(n * ground**2) + 2 * pair_amplitude


for ratio in (-1.2, -0.5, 0.6):
    assert abs(K_numeric(ratio) - K_formula(ratio)) < 1e-8
ratio_free = brentq(lambda r: K_numeric(r) - 0.5, -1.5, -0.5)
l_free = l_star - 1 / abs(ratio_free)

for x in (0.7, 3.0):      # distance in units of the short-distance cutoff
    spread = quad(lambda p: np.exp(-p) * (1 - np.cos(p * x)) / p, 0, 50,
                  limit=300)[0]
    boson = np.exp(-4 * 0.5 * spread)
    re = quad(lambda k: np.exp(-k) * np.cos(k * x), 0, 50, limit=300)[0]
    im = quad(lambda k: np.exp(-k) * np.sin(k * x), 0, 50, limit=300)[0]
    assert abs(boson - (re**2 + im**2)) < 1e-7

# ---- Bethe-ansatz spin gap of the attractive Hubbard chain ------------------
nodes, node_weights = np.polynomial.legendre.leggauss(300)


def lorentz(x, width):
    return width / np.pi / (width**2 + x**2)


def bethe(edge, attraction):
    """Density and spin gap for pair rapidities filling [-edge, edge]."""
    u = attraction / 4
    lam, w = edge * nodes, edge * node_weights

    def root(x):
        return np.sqrt(1 - (x - 1j * u)**2)
    matrix = np.eye(len(lam)) + lorentz(lam[:, None] - lam, 2 * u) * w
    sources = np.column_stack([(1 / root(lam)).real / np.pi,
                               -4 * root(lam).real, np.ones_like(lam)])
    rho, e_kin, e_one = np.linalg.solve(matrix, sources).T
    edge_kernel = w * lorentz(edge - lam, 2 * u)
    kin_edge = -4 * root(edge).real - edge_kernel @ e_kin
    one_edge = 1 - edge_kernel @ e_one
    mu = kin_edge / (2 * one_edge)
    pair_energy = e_kin - 2 * mu * e_one
    unpaired = -2 - mu - (w * lorentz(lam, u)) @ pair_energy
    return 2 * w @ rho, 2 * unpaired


def spin_gap(attraction):
    edge = brentq(lambda b: bethe(b, attraction)[0] - filling,
                  1e-3, 2 + attraction, xtol=1e-14)
    return bethe(edge, attraction)[1]


n_half, gap_half = bethe(15.0, 4.0)
gap_integral = 16 / 4 * quad(lambda y: np.sqrt(y * y - 1)
                             / np.sinh(2 * np.pi * y / 4), 1, 30)[0]
assert abs(n_half - 1) < 1e-5 and abs(gap_half - gap_integral) < 1e-5
relative = -2 * (np.eye(201, k=1) + np.eye(201, k=-1))
relative[100, 100] = -2.0
binding = -4 - np.linalg.eigvalsh(relative)[0]
gap_dilute = bethe(1e-4, 2.0)[1]
assert abs(gap_dilute - binding) < 1e-3

attractions = np.array([4.0, 2.0, 1.0, 0.5, 0.25])
gaps = np.array([spin_gap(a) for a in attractions])
assert np.all(gaps > 0) and np.all(np.diff(gaps) < 0)


def local_exponent(attraction, step=0.1):
    inverse = 1 / attraction
    return -(np.log(spin_gap(1 / (inverse + step)))
             - np.log(spin_gap(1 / (inverse - step)))) / (2 * step)


weak = (1.0, 0.5, 0.25)
exponents = [local_exponent(a) for a in weak]
limit = 2 * exponents[2] - exponents[1]
assert abs(exponents[2] - np.pi * v) < abs(exponents[1] - np.pi * v)
assert abs(limit / (np.pi * v) - 1) < 0.02     # remainder of order U^2

# ---- Output -----------------------------------------------------------------
print("Shell test, shifts in units of 1/(L v q):")
print(f" input g1 = {ga}, g2 = {gb}")
print(f" particle-particle: dg1 = {pp[0]:.4f}, dg2 = {pp[1]:.4f}")
print(f" particle-hole:     dg1 = {ph[0]:.4f}, dg2 = {ph[1]:.4f}")
print(f" total:             dg1 = {total[0]:.4f}, dg2 = {total[1]:.4f}")
print(f" shift of g1 - 2 g2 = {abs(total[0] - 2 * total[1]):.1e}")
print(f"Level sum {level_sum:.5f}, logarithm {log_shell:.5f} (1/(t a))")
print(f"Hubbard chain: density {filling} per site, v = {v:.4f} t a")
print(f"pi v = {np.pi * v:.4f} t a")
print(f"Repulsive, U = {U_rep} t (couplings in t a):")
for l, x, y in zip(l_rep, *g_rep):
    print(f" l = {l:6.0f}: g1 = {x:.5f}, g2 = {y:.5f}, "
          f"g1-2g2 = {x - 2 * y:.5f}, g1 l/(pi v) = {x * l / np.pi / v:.4f}")
print(f"Attractive, U = {U_att} t: l* = {l_star:.4f}, "
      f"exp(-l*) = {np.exp(-l_star):.5f}")
for l, x, y in zip(l_att, *g_att):
    print(f" l = {l:.4f}: g1 = {x:.4f}, g2 = {y:.4f}, "
          f"g1-2g2 = {x - 2 * y:.4f} t a")
print(f"K = 1/2 at g1/(pi v) = {ratio_free:.4f}, "
      f"reached at l = {l_free:.4f} (extrapolated)")
print(f"Half filling, U = -4 t: Bethe gap {gap_half:.6f} t, "
      f"integral {gap_integral:.6f} t")
print(f"Dilute, U = -2 t: Bethe gap {gap_dilute:.5f} t, "
      f"two-body binding {binding:.5f} t")
print(f"Bethe spin gap at density {filling}:")
for a, gap in zip(attractions, gaps):
    print(f" |U| = {a:.2f} t: gap = {gap:.4e} t, "
          f"exp(-pi v/|U|) = {np.exp(-np.pi * v / a):.4e}")
print("Local exponent -d ln(gap)/d(1/|U|):")
for a, e in zip(weak, exponents):
    print(f" |U| = {a:.2f} t: {e:.4f} t")
print(f" linear extrapolation to U = 0: {limit:.4f} t")
print("all good")
```

Printed output:

```
Shell test, shifts in units of 1/(L v q):
 input g1 = 0.7, g2 = 0.4
 particle-particle: dg1 = -0.5600, dg2 = -0.6500
 particle-hole:     dg1 = -0.4200, dg2 = 0.1600
 total:             dg1 = -0.9800, dg2 = -0.4900
 shift of g1 - 2 g2 = 3.3e-16
Level sum 0.18108, logarithm 0.18113 (1/(t a))
Hubbard chain: density 0.5 per site, v = 1.4142 t a
pi v = 4.4429 t a
Repulsive, U = 1.0 t (couplings in t a):
 l =      0: g1 = 1.00000, g2 = 1.00000, g1-2g2 = -1.00000, g1 l/(pi v) = 0.0000
 l =      5: g1 = 0.47050, g2 = 0.73525, g1-2g2 = -1.00000, g1 l/(pi v) = 0.5295
 l =     20: g1 = 0.18177, g2 = 0.59088, g1-2g2 = -1.00000, g1 l/(pi v) = 0.8182
 l =    100: g1 = 0.04254, g2 = 0.52127, g1-2g2 = -1.00000, g1 l/(pi v) = 0.9575
 l =   1000: g1 = 0.00442, g2 = 0.50221, g1-2g2 = -1.00000, g1 l/(pi v) = 0.9956
Attractive, U = -1.0 t: l* = 4.4429, exp(-l*) = 0.01176
 l = 0.0000: g1 = -1.0000, g2 = -1.0000, g1-2g2 = 1.0000 t a
 l = 2.2214: g1 = -2.0000, g2 = -1.5000, g1-2g2 = 1.0000 t a
 l = 3.9986: g1 = -10.0000, g2 = -5.5000, g1-2g2 = 1.0000 t a
K = 1/2 at g1/(pi v) = -1.2000, reached at l = 3.6095 (extrapolated)
Half filling, U = -4 t: Bethe gap 1.286727 t, integral 1.286727 t
Dilute, U = -2 t: Bethe gap 0.47214 t, two-body binding 0.47214 t
Bethe spin gap at density 0.5:
 |U| = 4.00 t: gap = 1.4745e+00 t, exp(-pi v/|U|) = 3.2932e-01
 |U| = 2.00 t: gap = 2.8479e-01 t, exp(-pi v/|U|) = 1.0845e-01
 |U| = 1.00 t: gap = 1.9896e-02 t, exp(-pi v/|U|) = 1.1762e-02
 |U| = 0.50 t: gap = 1.5696e-04 t, exp(-pi v/|U|) = 1.3834e-04
 |U| = 0.25 t: gap = 1.4923e-08 t, exp(-pi v/|U|) = 1.9139e-08
Local exponent -d ln(gap)/d(1/|U|):
 |U| = 1.00 t: 5.0445 t
 |U| = 0.50 t: 4.7210 t
 |U| = 0.25 t: 4.5752 t
 linear extrapolation to U = 0: 4.4293 t
all good
```
